**Flatness of a plate with unequal front and back coatings**

A free plate is flat when F_f(h_s+h_f) = F_b(h_s+h_b), where F_f and F_b are the forces per width that the front and back films actually carry in the flat state, and h_s, h_f, h_b are the substrate and film thicknesses. For mismatch forces, defined at zero substrate strain, the weights also contain the layer stiffnesses A = Mh, with M the biaxial modulus. The program asserts the curvature formula and both flatness conditions on 100 random stacks by quadrature through the thickness. It also asserts the equal-modulus and thin-film limits, and that sampled strains and curvatures all raise the energy of the flat design. A finite-element strip with a free edge confirms the interior curvature and the film forces. In the micromirror example, equal mismatch forces give a bow of 204 nm, static weights put on mismatch forces give −172 nm, and the exact condition gives zero. With the assumed expansion differences, warming the flat design by 50 K bows it by −467 nm.

## Program and output

```python
"""Flatness of a plate with different front and back coatings.

Result under test: the free plate is flat when
    F_front*(h_sub + h_front) = F_back*(h_sub + h_back),
where F is the force per width actually carried by a film in the flat state.
For mismatch forces (film stress at zero substrate strain, times thickness)
the weights also contain the layer stiffnesses A = M*h.
Layer order in all arrays: back film, substrate, front film.
h: thickness, M: biaxial modulus, s: mismatch stress (tension positive).
z: height from the substrate midplane; strain = e0 + kappa*z.
kappa > 0 means convex towards the front. SI units inside the program.
"""
import numpy as np
from scipy import constants
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu

rng = np.random.default_rng(4)
NU = 0.25


def layer_points(h, count=3):
    """Quadrature heights and weights for each layer."""
    x, w = np.polynomial.legendre.leggauss(count)
    bottom = -h[1] / 2 - h[0]
    result = []
    for thickness in h:
        result.append((bottom + thickness * (x + 1) / 2, w * thickness / 2))
        bottom += thickness
    return result


def solve_plate(h, M, s):
    """Free-plate e0 and kappa, and e0 when held flat, by quadrature."""
    matrix, load = np.zeros((2, 2)), np.zeros(2)
    for (z, w), modulus, stress in zip(layer_points(h), M, s):
        basis = np.array([np.ones_like(z), z])
        matrix += modulus * (basis * w) @ basis.T
        load += stress * basis @ w
    # scale the curvature unknown to avoid a badly conditioned matrix
    scale = np.diag([1.0, 1 / h[1]])
    free = -scale @ np.linalg.solve(scale @ matrix @ scale, scale @ load)
    return free[0], free[1], -load[0] / matrix[0, 0]


def section(h, M):
    """Layer centres, stiffness centroid and bending stiffness."""
    A = M * h
    centre = np.array([-(h[1] + h[0]) / 2, 0.0, (h[1] + h[2]) / 2])
    centroid = A @ centre / A.sum()
    D = A @ ((centre - centroid) ** 2 + h ** 2 / 12)
    return centre, centroid, D


def exact_back_force(h, M, front_force):
    """Back mismatch force that makes the free plate flat."""
    A = M * h
    arm_back, arm_front = h[1] + h[0], h[1] + h[2]
    both = arm_back + arm_front
    return front_force * (A[1] * arm_front + A[0] * both) / (
        A[1] * arm_back + A[2] * both)


# Biaxial modulus from three-dimensional Hooke's law, free normal stress
young = 1.7
lame = young * NU / ((1 + NU) * (1 - 2 * NU))
shear = young / (2 * (1 + NU))
normal_strain = -2 * lame / (lame + 2 * shear)
biaxial = lame * (2 + normal_strain) + 2 * shear
assert np.isclose(biaxial, young / (1 - NU), rtol=1e-12)

# Random stacks: curvature formula, flat design and static force balance
for trial in range(100):
    h_r = rng.uniform([0.05, 0.8, 0.05], [0.6, 1.2, 0.6])
    M_r = rng.uniform(0.3, 3.0, 3)
    s_r = np.array([rng.normal(), 0.0, 1.0])
    centre, centroid, D_r = section(h_r, M_r)
    formula = -(s_r * h_r) @ (centre - centroid) / D_r
    assert np.isclose(solve_plate(h_r, M_r, s_r)[1], formula,
                      rtol=1e-9, atol=1e-11)
    s_r[0] = exact_back_force(h_r, M_r, h_r[2]) / h_r[0]
    e_r, k_r, held_r = solve_plate(h_r, M_r, s_r)
    force_r = (s_r + M_r * e_r) * h_r
    assert abs(k_r) < 1e-10
    assert np.isclose(force_r[2] * (h_r[1] + h_r[2]),
                      force_r[0] * (h_r[1] + h_r[0]), atol=1e-10)

# Equal moduli: each mismatch force takes the other film's thickness
h_e = np.array([0.2, 1.0, 0.5])
back_e = h_e[2] * (h_e[1] + h_e[0]) / (h_e[1] + h_e[2])
k_e = solve_plate(h_e, np.ones(3), np.array([back_e / h_e[0], 0, 1]))[1]
assert abs(k_e) < 1e-11

# Thin films of common modulus with equal mismatch forces
for ratio in (0.2, 1.0, 2.0):
    h_t = np.array([0.4e-4, 1.0, 1e-4])
    M_t = np.array([ratio, 1.0, ratio])
    k_t = solve_plate(h_t, M_t, np.array([1 / h_t[0], 0, 1 / h_t[2]]))[1]
    thin_law = -(h_t[2] - h_t[0]) * (0.5 - ratio)
    assert np.isclose(k_t * section(h_t, M_t)[2], thin_law, rtol=3e-3)

# Worked example: round values in the regime of a coated micromirror
h = np.array([0.4e-6, 10e-6, 1.0e-6])
M = np.array([200e9, 180e9, 100e9])
front_stress = -200e6
width = 1e-3
allowed_bow = 60e-9
A = M * h
centre, centroid, D = section(h, M)
front_force = front_stress * h[2]
arm_back, arm_front = h[1] + h[0], h[1] + h[2]
difference = (A[2] - A[0]) / A.sum()
back_forces = {
    "equal mismatch": front_force,
    "equal held": front_force * (1 - difference) / (1 + difference),
    "static misused": front_force * arm_front / arm_back,
    "exact": exact_back_force(h, M, front_force),
}
stresses = {name: np.array([force / h[0], 0.0, front_stress])
            for name, force in back_forces.items()}
solutions = {name: solve_plate(h, M, s) for name, s in stresses.items()}


def bow(curvature):
    return curvature * width ** 2 / 8


# Equal actual forces in the held plate leave a moment that bends it
held_forces = (stresses["equal held"] + M * solutions["equal held"][2]) * h
assert np.isclose(held_forces[0], held_forces[2], rtol=1e-10)
released = -held_forces[2] * (h[2] - h[0]) / 2 / D
assert np.isclose(solutions["equal held"][1], released, rtol=1e-7)
assert abs(bow(solutions["exact"][1])) < 1e-14


def energy(s, strain, curvature):
    """Energy per area for tensor membrane strain and curvature."""
    total = 0.0
    for (z, w), modulus, stress in zip(layer_points(h), M, s):
        for height, weight in zip(z, w):
            e = strain + height * curvature
            trace = np.trace(e)
            elastic = modulus / (1 + NU) / 2 * (
                (1 - NU) * np.sum(e * e) + NU * trace ** 2)
            total += weight * (elastic + stress * trace)
    return total


# Flat state: minimum for the exact design, not for equal mismatch forces
lowest = {}
samples = []
for trial in range(400):
    a, b = rng.normal(size=(2, 2)), rng.normal(size=(2, 2))
    samples.append((1e-6 * (a + a.T) / 2, (b + b.T) / 2))
for name in ("exact", "equal mismatch"):
    flat = solutions[name][2] * np.eye(2)
    start = energy(stresses[name], flat, np.zeros((2, 2)))
    lowest[name] = min(energy(stresses[name], flat + de, dk) - start
                       for de, dk in samples)
assert lowest["exact"] > 0 and lowest["equal mismatch"] < 0


def quadratic(x):
    return (np.array([x * (x - 1) / 2, 1 - x * x, x * (x + 1) / 2]),
            np.array([x - 0.5, -2 * x, x + 0.5]))


def elastic_strip(refine, cases):
    """Half strip with a free end, plane strain, nine-node elements.

    Young's moduli are chosen so that the plane-strain moduli equal M.
    Returns curvature, film forces, and top-face lift for each case.
    """
    rows = []
    for layer, count in enumerate((1, 8, 2)):
        rows += [(layer, h[layer] / (count * refine))] * (count * refine)
    columns, dx = 60 * refine, 1e-6 / refine
    nx, nz = 2 * columns + 1, 2 * len(rows) + 1
    size = 2 * nx * nz
    points, weights = np.polynomial.legendre.leggauss(3)

    def strain_matrix(x, z, dz):
        shape_x, slope_x = quadratic(x)
        shape_z, slope_z = quadratic(z)
        gx = np.outer(slope_x, shape_z).ravel() * 2 / dx
        gz = np.outer(shape_x, slope_z).ravel() * 2 / dz
        B = np.zeros((3, 18))
        B[0, 0::2], B[1, 1::2] = gx, gz
        B[2, 0::2], B[2, 1::2] = gz, gx
        return B

    def hooke(layer):
        E = M[layer] * (1 - NU ** 2)
        return E / ((1 + NU) * (1 - 2 * NU)) * np.array(
            [[1 - NU, NU, 0], [NU, 1 - NU, 0], [0, 0, (1 - 2 * NU) / 2]])

    def element_dofs(row):
        col = np.arange(columns)[:, None, None]
        ax = np.arange(3)[None, :, None]
        az = np.arange(3)[None, None, :]
        nodes = ((2 * col + ax) * nz + 2 * row + az).reshape(columns, 9)
        return (2 * nodes[:, :, None] + np.arange(2)).reshape(columns, 18)

    rhs = np.zeros((size, len(cases)))
    row_ids, col_ids, values = [], [], []
    for row, (layer, dz) in enumerate(rows):
        stiffness, unit_load = np.zeros((18, 18)), np.zeros(18)
        for x, wx in zip(points, weights):
            for z, wz in zip(points, weights):
                B = strain_matrix(x, z, dz)
                area = wx * wz * dx * dz / 4
                stiffness += area * B.T @ hooke(layer) @ B
                unit_load -= area * B[0]
        dofs = element_dofs(row)
        row_ids.append(np.repeat(dofs, 18, axis=1).ravel())
        col_ids.append(np.tile(dofs, (1, 18)).ravel())
        values.append(np.tile(stiffness.ravel(), columns))
        for k, s in enumerate(cases):
            np.add.at(rhs[:, k], dofs.ravel(),
                      np.tile(unit_load * s[layer], columns))
    K = coo_matrix((np.concatenate(values),
                    (np.concatenate(row_ids), np.concatenate(col_ids))),
                   shape=(size, size)).tocsr()
    free = np.ones(size, bool)
    free[2 * np.arange(nz)] = False
    free[2 * (10 * refine) + 1] = False
    u = np.zeros_like(rhs)
    u[free] = splu(K[free][:, free].tocsc()).solve(rhs[free])
    results = []
    probe = columns // 3
    for k, s in enumerate(cases):
        field = u[:, k].reshape(nx, nz, 2)
        turn = field[2 * probe, -1, 0] - field[2 * probe, 0, 0]
        curvature = turn / (probe * dx * h.sum())
        forces = np.zeros(3)
        for row, (layer, dz) in enumerate(rows):
            local = u[element_dofs(row)[probe], k]
            strain = strain_matrix(0.0, 0.0, dz) @ local
            forces[layer] += dz * (hooke(layer)[0] @ strain + s[layer])
        lift = field[:, -1, 1] - field[0, -1, 1]
        results.append((curvature, forces, lift))
    return results, np.arange(nx) * dx / 2


cases = [stresses["exact"], stresses["equal mismatch"]]
coarse, unused_x = elastic_strip(1, cases)
fine, strip_x = elastic_strip(2, cases)
flat_k, flat_forces, edge_lift = fine[0]
bent_k = fine[1][0]
assert np.isclose(bent_k, solutions["equal mismatch"][1], rtol=2e-3)
assert abs(flat_k) < 2e-3 * abs(bent_k)
assert np.isclose(flat_forces[2] * arm_front,
                  flat_forces[0] * arm_back, rtol=2e-4)
largest_lift = np.max(np.abs(edge_lift))
coarse_lift = np.max(np.abs(coarse[0][2]))
edge_zone = np.max((strip_x[-1] - strip_x)[
    np.abs(edge_lift) > 0.01 * largest_lift])

# Forces in the flat example and sizes of neglected effects
flat_strain = solutions["exact"][0]
actual_stress = stresses["exact"] + M * flat_strain
actual_force = actual_stress * h
stored_energy = np.sum(actual_stress ** 2 * h / M)
temperature_step = 50.0
expansion_difference = np.array([1e-6, 0.0, -2e-6])
thermal_stress = -M * expansion_difference * temperature_step
thermal_bow = bow(solve_plate(h, M, thermal_stress)[1])
back_error = np.array([0.01 * stresses["exact"][0], 0.0, 0.0])
error_bow = bow(solve_plate(h, M, back_error)[1])
gradient_bow = bow(-0.1 * front_stress * h[2] ** 2 / 6 / D)
surface_bow = bow(-1.0 * (h[1] / 2 + h[2] - centroid) / D)
density = 2300.0
gravity_sag = ((5 + NU) / 64 * density * constants.g * h.sum()
               * (width / 2) ** 4 / D)

print("Thickness back, substrate, front (um):", np.round(h * 1e6, 3))
print("Biaxial modulus, same order (GPa):", np.round(M / 1e9, 1))
print(f"Front mismatch stress: {front_stress / 1e6:.1f} MPa")
print(f"Front mismatch force: {front_force:.2f} N/m")
print(f"Mirror width: {width * 1e3:.2f} mm")
print(f"Chosen bow limit: {allowed_bow * 1e9:.0f} nm")
print("Layer stiffness A, same order (kN/m):", np.round(A / 1e3, 2))
print(f"Arms h_s+h_f, h_s+h_b: {arm_front*1e6:.2f}, {arm_back*1e6:.2f} um")
print(f"Stiffness centroid: {centroid * 1e6:.5f} um")
print(f"Bending stiffness D: {D * 1e6:.4f} uN m")
print("Design: back force N/m, back stress MPa, kappa 1/m, bow nm")
for name, force in back_forces.items():
    k = solutions[name][1]
    k_show = 0.0 if abs(k) < 1e-8 else k
    print(f"  {name}: {force:.3f}, {force / h[0] / 1e6:.2f}, "
          f"{k_show:.4f}, {bow(k_show) * 1e9:.1f}")
print(f"Exact back/front mismatch force: "
      f"{back_forces['exact'] / front_force:.5f}")
print(f"Static weight ratio: {arm_front / arm_back:.5f}")
print(f"Equal held film force: {held_forces[2]:.3f} N/m")
print(f"Flat-state strain: {flat_strain * 1e6:.2f} microstrain")
print("Flat-state stress, same order (MPa):", np.round(actual_stress/1e6, 2))
print("Flat-state force, same order (N/m):", np.round(actual_force, 3))
print(f"Front force times arm: {actual_force[2]*arm_front*1e3:.5f} mN")
print(f"Back force times arm: {actual_force[0]*arm_back*1e3:.5f} mN")
print(f"Strip kappa, equal mismatch: {bent_k:.4f} 1/m")
print(f"  mesh shift: {bent_k - coarse[1][0]:.1e} 1/m")
print(f"Strip kappa, exact design: {flat_k:.1e} 1/m")
print("Strip forces, exact design (N/m):", np.round(flat_forces, 3))
print(f"Lowest energy change, exact: {lowest['exact']:.2e} J/m2")
print(f"Lowest change, equal mismatch: {lowest['equal mismatch']:.2e} J/m2")
print("Neglected effects in the exact design:")
print("  expansion minus substrate (1e-6/K):", expansion_difference * 1e6)
print(f"  bow, {temperature_step:.0f} K warming: {thermal_bow*1e9:.1f} nm")
print(f"  bow, back stress 1% larger: {error_bow * 1e9:.1f} nm")
print(f"  bow, front stress gradient +-10%: {gradient_bow * 1e9:.1f} nm")
print(f"  bow, 1 N/m front surface stress: {surface_bow * 1e9:.1f} nm")
print(f"  gravity sag, rim support: {gravity_sag * 1e9:.3f} nm")
print(f"  largest edge lift: {largest_lift * 1e9:.2f} nm")
print(f"  edge-lift mesh shift: {(largest_lift-coarse_lift)*1e9:.3f} nm")
print(f"  edge zone (lift above 1% of largest): {edge_zone * 1e6:.1f} um")
print(f"  stored elastic energy: {stored_energy:.3f} J/m2")
print("all tests passed")
```

It prints:

```
Thickness back, substrate, front (um): [ 0.4 10.   1. ]
Biaxial modulus, same order (GPa): [200. 180. 100.]
Front mismatch stress: -200.0 MPa
Front mismatch force: -200.00 N/m
Mirror width: 1.00 mm
Chosen bow limit: 60 nm
Layer stiffness A, same order (kN/m): [  80. 1800.  100.]
Arms h_s+h_f, h_s+h_b: 11.00, 10.40 um
Stiffness centroid: 0.06768 um
Bending stiffness D: 20.1885 uN m
Design: back force N/m, back stress MPa, kappa 1/m, bow nm
  equal mismatch: -200.000, -500.00, 1.6311, 203.9
  equal held: -196.000, -490.00, 2.6748, 334.3
  static misused: -211.538, -528.85, -1.3796, -172.4
  exact: -206.251, -515.63, 0.0000, 0.0
Exact back/front mismatch force: 1.03126
Static weight ratio: 1.05769
Equal held film force: -180.000 N/m
Flat-state strain: 205.18 microstrain
Flat-state stress, same order (MPa): [-474.59   36.93 -179.48]
Flat-state force, same order (N/m): [-189.837  369.319 -179.482]
Front force times arm: -1.97430 mN
Back force times arm: -1.97430 mN
Strip kappa, equal mismatch: 1.6311 1/m
  mesh shift: 5.7e-10 1/m
Strip kappa, exact design: -5.4e-08 1/m
Strip forces, exact design (N/m): [-189.837  369.319 -179.482]
Lowest energy change, exact: 9.20e-07 J/m2
Lowest change, equal mismatch: -5.18e-05 J/m2
Neglected effects in the exact design:
  expansion minus substrate (1e-6/K): [ 1.  0. -2.]
  bow, 50 K warming: -466.8 nm
  bow, back stress 1% larger: -67.3 nm
  bow, front stress gradient +-10%: 20.6 nm
  bow, 1 N/m front surface stress: -36.7 nm
  gravity sag, rim support: 0.065 nm
  largest edge lift: 2.95 nm
  edge-lift mesh shift: -0.023 nm
  edge zone (lift above 1% of largest): 12.2 um
  stored elastic energy: 0.848 J/m2
all tests passed
```
